# The Half-Occupied Defect Eigenvalue and Its Third-Derivative Error

## The decision

To place the electron-capture level of an oxygen vacancy in a high-k gate oxide, one can converge two charge states and subtract their total energies, or converge one calculation with half an electron added and read off an eigenvalue. The second route is acceptable if its error is small compared with the accuracy wanted for the level. That error is derived here, then evaluated for a model defect.

Let $n$, from 0 to 1, be the fraction of an electron added to the defect orbital, $E(n)$ the self-consistent energy at fixed nuclei, and $\varepsilon(n)$ the orbital's eigenvalue. The addition energy is

$$A=E(1)-E(0).$$

It is negative when the electron is bound relative to the energy zero, here the conduction-band edge far from the defect. This $A$ is the vertical addition energy of the chosen mean-field functional. It is neither the exact many-electron value nor the level after the lattice has relaxed. Algebra is in atomic units, level energies are in eV and small errors in meV.

## Stage 1: a quadratic energy

Take $E(n)=E_0+an+\tfrac12Un^2$, where $U$ measures the repulsion within the added charge. Then $A=a+\tfrac12U$. The slope is $E'(n)=a+Un$, so $E'(1/2)=a+\tfrac12U=A$. The midpoint slope equals the addition energy whatever the size of $U$, while the slopes at the ends miss it by $\pm U/2$.

In the limit $U=0$ the energy is a straight line and every $n$ gives the same answer. Half occupation matters because approximate functionals generally give a curved $E(n)$.

## Stage 2: why the slope is an eigenvalue

For orbitals $\varphi_i$ with occupations $f_i$ and density $\rho=\sum_i f_i|\varphi_i|^2$, write

$$F=\sum_i f_i\langle\varphi_i|h|\varphi_i\rangle+G[\rho],$$

where $h$ holds the kinetic energy and external potential, and $G$ the electron interaction. The mean-field Hamiltonian is $H=h+\delta G/\delta\rho$, with $H\varphi_i=\varepsilon_i\varphi_i$.

Changing the orbitals at fixed occupations changes $F$ by

$$\delta F=\sum_i f_i\left(\langle\delta\varphi_i|H|\varphi_i\rangle+\text{c.c.}\right)=\sum_i f_i\varepsilon_i\,\delta\langle\varphi_i|\varphi_i\rangle=0,$$

because the orbitals stay normalized. The response of the orbitals therefore does not contribute to the first derivative of the energy. What remains is the explicit dependence on the occupation of the defect orbital $\varphi$:

$$\frac{dE}{dn}=\langle\varphi|h|\varphi\rangle+\int\frac{\delta G}{\delta\rho}|\varphi|^2\,d^3r=\langle\varphi|H|\varphi\rangle=\varepsilon(n).$$

This is Janak's theorem. Integration gives

$$A=\int_0^1\varepsilon(n)\,dn .$$

Slater's recipe is the midpoint rule for this integral. It requires the same level to be filled throughout. Suppose instead that $\varepsilon$ jumps from $\varepsilon_1$ to $\varepsilon_1+\Delta$ at $n_c<1/2$ because another orbital takes over. Then $A=\varepsilon_1+(1-n_c)\Delta$, whereas the midpoint gives $\varepsilon_1+\Delta$. The error is $-n_c\Delta$, proportional to the jump itself, and the smooth analysis below does not apply.

## Stage 3: a general smooth energy

Expand both end energies about $n=1/2$, with all derivatives taken there:

$$E(1)=E+\frac{E'}{2}+\frac{E''}{8}+\frac{E'''}{48}+\frac{E^{(4)}}{384}+\frac{E^{(5)}}{3840}+\dots$$

$$E(0)=E-\frac{E'}{2}+\frac{E''}{8}-\frac{E'''}{48}+\frac{E^{(4)}}{384}-\frac{E^{(5)}}{3840}+\dots$$

On subtraction the even derivatives cancel and the odd ones double:

$$A=\varepsilon(1/2)+\frac{E'''(1/2)}{24}+\frac{E^{(5)}(1/2)}{1920}+\dots$$

This is the sense in which the half-occupied eigenvalue is correct through second order: the second derivative, however large, leaves no error. The leading error, defined as $A-\varepsilon(1/2)$, is $E'''/24$, or equivalently $\varepsilon''/24$.

If a charge $\lambda$ is transferred about the same midpoint, each step of $1/2$ becomes $\lambda/2$, and the leading error becomes $\lambda^3E'''/24$. Halving the charge should reduce the error about eightfold.

**Comparison with the ends.** Since $\varepsilon=E'$, averaging its expansions at $n=0$ and $n=1$ gives

$$\frac{\varepsilon(0)+\varepsilon(1)}2=\varepsilon(1/2)+\frac{E'''}8+\frac{E^{(5)}}{384}+\dots$$

Subtracting this from $A$, and using $1/24-1/8=-1/12$ and $1/1920-1/384=-1/480$,

$$A-\frac{\varepsilon(0)+\varepsilon(1)}2=-\frac{E'''}{12}-\frac{E^{(5)}}{480}-\dots$$

The endpoint average is also exact for a quadratic energy, but its leading error is twice as large and opposite in sign. Two parts midpoint to one part endpoint average therefore cancel $E'''$:

$$A\approx\frac{\varepsilon(0)+4\varepsilon(1/2)+\varepsilon(1)}6 .$$

## Stage 4: the error without a Taylor series

The series needs high derivatives. An exact expression that needs only $\varepsilon''$ follows from integration by parts. On the first half interval,

$$\int_0^{1/2}\frac{n^2}{2}\varepsilon''\,dn=\frac{\varepsilon'(1/2)}8-\int_0^{1/2}n\varepsilon'\,dn
=\frac{\varepsilon'(1/2)}8-\frac{\varepsilon(1/2)}2+\int_0^{1/2}\varepsilon\,dn .$$

The boundary terms at zero vanish if $n^2\varepsilon'$ and $n\varepsilon$ do. Replacing $n$ by $1-n$ on the other half reverses the sign of $\varepsilon'(1/2)$:

$$\int_{1/2}^1\frac{(1-n)^2}{2}\varepsilon''\,dn=-\frac{\varepsilon'(1/2)}8-\frac{\varepsilon(1/2)}2+\int_{1/2}^1\varepsilon\,dn .$$

Adding the two,

$$A-\varepsilon(1/2)=\int_0^1K(n)\,\varepsilon''(n)\,dn,$$

with $K=n^2/2$ below $1/2$ and $K=(1-n)^2/2$ above. The weight is non-negative and its area is $2\int_0^{1/2}(n^2/2)\,dn=1/24$. If $\varepsilon''$ is continuous on the whole interval, the error equals $\varepsilon''(\xi)/24$ for some $\xi$ between 0 and 1. Its sign is then fixed whenever the eigenvalue curve bends one way throughout.

## Stage 5: where the third derivative comes from

Let $x$ stand for independent coordinates of the normalized orbitals, so that $E(n)=F(n,x(n))$ with $F_x=0$. Subscripts denote partial derivatives, and sums over components of $x$ are implied. From $E'=F_n$,

$$E''=F_{nn}+F_{nx}x',$$

$$E'''=F_{nnn}+2F_{nnx}x'+F_{nxx}x'x'+F_{nx}x''.$$

The second-order response $x''$ can be removed. Differentiating $F_x=0$ once and twice gives

$$F_{nx}+F_{xx}x'=0,$$

$$F_{nnx}+2F_{nxx}x'+F_{xxx}x'x'+F_{xx}x''=0 .$$

Contract the second equation with $x'$. By the first equation and the symmetry of $F_{xx}$, $x'F_{xx}x''=-F_{nx}x''$. Hence

$$F_{nx}x''=F_{nnx}x'+2F_{nxx}x'x'+F_{xxx}x'x'x',$$

and

$$E'''=F_{nnn}+3F_{nnx}x'+3F_{nxx}x'x'+F_{xxx}x'x'x'.$$

The first-order orbital response is enough to obtain the leading error.

**Limit of simple relaxation.** Let $F=an+\tfrac12Un^2-\gamma nx+\tfrac12kx^2$ with one coordinate $x$. Stationarity gives $x=\gamma n/k$ and $E=an+\tfrac12(U-\gamma^2/k)n^2$. The system relaxes, yet $E'''=0$: linear coupling to a fixed stiffness is captured in full by the half-occupied state.

Now let the coordinate reduce the repulsion instead, with the coupling $-\tfrac12\gamma n^2x$. Then $x=\gamma n^2/(2k)$, and the relaxation energy is $-\gamma^2n^4/(8k)$. Its third derivative is $-3\gamma^2n/k$, which is negative. The general formula agrees: $F_{nnx}=-\gamma$ and $x'=\gamma n/k$ give $3F_{nnx}x'=-3\gamma^2n/k$. Thus relaxation that weakens the self-repulsion can produce the error.

## Stage 6: a vacancy-like defect

The model is a spherical centre that captures one electron and goes from charge $+1$ to neutral. One spatial orbital $\varphi$ holds $q=1+n$ electrons, shared equally between the two spins. "Half-occupied" here refers to the added electron, so the midpoint is $q=3/2$. With effective mass $m$ and electronic dielectric constant $\epsilon$,

$$F=q\left\langle\varphi\left|-\frac{\nabla^2}{2m}+V\right|\varphi\right\rangle+\frac{q^2}{2\epsilon}\iint\frac{|\varphi(\mathbf r)|^2|\varphi(\mathbf r')|^2}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'+q^{4/3}X[\varphi],$$

$$V(r)=-\frac{Z\,\mathrm{erf}(r/s)}{\epsilon r}-V_0e^{-r^2/b^2},\qquad
X=-\frac{3}{4\epsilon}\left(\frac3\pi\right)^{1/3}\int|\varphi|^{8/3}d^3r .$$

The last term of $F$ is local exchange, divided by $\epsilon$ like the repulsion. The parameters are $Z=2$, $\epsilon=4$, $m=1$, $s=0.5$ angstrom, $V_0=4$ eV and $b=1.5$ angstrom.

The separate self-consistent total energies give

$$A=-6.4747-(-4.0951)=-2.3796\ \text{eV}.$$

The eigenvalues at $n=0,1/2,1$ are $-3.2464$, $-2.3705$ and $-1.5490$ eV. The end values miss $A$ by 0.867 and $-0.831$ eV. The midpoint misses it by $-9.17$ meV, even though the second derivative is 1.71 eV.

The derivatives at the midpoint are $E'''=-0.2229$ eV and $E^{(5)}=0.2102$ eV. The first two error terms are

$$\frac{-0.2229\ \text{eV}}{24}=-9.29\ \text{meV},\qquad
\frac{0.2102\ \text{eV}}{1920}=0.11\ \text{meV}.$$

Their sum, $-9.18$ meV, agrees with the total-energy result. The kernel integral of Stage 4 gives $-9.17$ meV. Halving the transferred charge reduces the error by a factor of 7.92, close to the cubic limit of 8. The endpoint average has an error of 18.1 meV, of opposite sign and about twice the size.

The three eigenvalues combine to

$$\frac{-3.24643-4(2.37046)-1.54903}{6}=-2.37955\ \text{eV},$$

which is within 0.1 meV of $A$. They also estimate the third derivative by a second difference with step $1/2$:

$$E'''\approx4[\varepsilon(0)-2\varepsilon(1/2)+\varepsilon(1)]=-0.218\ \text{eV}.$$

If the end states have been converged, their total energies already give $A$. A clear disagreement with the eigenvalue combination then warns that $\varepsilon(n)$ is not smooth enough for the expansion: another orbital may have taken over, or an endpoint may be singular, as in Stage 7. Agreement alone does not prove smoothness.

**Exchange against relaxation.** With the orbital frozen, the kinetic and external terms are linear in $q$ and the repulsion is quadratic, so none contributes to $E'''$. Exchange contributes

$$\frac{d^3}{dq^3}q^{4/3}X=\frac43\cdot\frac13\cdot\left(-\frac23\right)q^{-5/3}X=-\frac8{27}q^{-5/3}X,$$

which is positive because $X<0$. Its value is $0.1066$ eV. The terms containing the orbital response contribute $-0.3295$ eV, and the sum is $-0.2229$ eV. The small error therefore contains a partial cancellation: $+4.4$ meV from frozen exchange and $-13.7$ meV from relaxation. Another functional or a more rigid defect may shift this balance and change the sign.

## Stage 7: a limit where the leading term is not enough

Now treat the spins separately. One electron occupies the up channel, and the added electron enters an empty down channel. At small $n$ the down-spin exchange energy varies as $-n^{4/3}$, so its eigenvalue contains a term $-cn^{1/3}$ with $c>0$. In the computed model, raising $n$ eightfold from $10^{-6}$ multiplies the eigenvalue's drop by 2.0007, as a cube root requires.

For this term alone, the exact integral is $-\tfrac34c$ and the midpoint value is $-2^{-1/3}c=-0.7937c$. The error is therefore $+0.0437c$. The second derivative is $\tfrac29cn^{-5/3}$, which gives a leading estimate

$$\frac1{24}\cdot\frac29\,2^{5/3}c=0.0294c,$$

about two thirds of the error. Although $\varepsilon''$ diverges at $n=0$, the weight in Stage 4 turns the integrand into $\tfrac19cn^{1/3}$ there, and the integral remains finite.

In the full spin-polarized model, $A=-2.1846$ eV and $\varepsilon(1/2)=-2.2275$ eV. The error is $+43$ meV, while $E'''/24$ gives 25 meV, or 59% of it. The recipe still works to a few hundredths of an eV here, but adding the third-derivative correction leaves 17 meV. If that matters, subtract the total energies.

## Stage 8: reading the result for a gate oxide

The dielectric constant and the depth of the level are meant to lie in the rough regime of oxygen vacancies in hafnium oxide. The well and smearing length are round choices, not fitted values. The orbital's rms radius is 1.8 angstrom, comparable with interatomic distances, so an effective-mass description is doubtful and $A$ is not a prediction for a real vacancy. Lowering the mass to 0.8, with all else fixed, moves $A$ to $-1.92$ eV but leaves the spin-restricted half-occupation error at $-8.9$ meV.

A real device also breaks the assumption of fixed nuclei. If $\delta\rho$ is the change in electron density on capture, a linear-dielectric estimate of the subsequent lattice relaxation energy is

$$\Lambda=\frac12\left(\frac1\epsilon-\frac1{\epsilon_s}\right)\iint\frac{\delta\rho(\mathbf r)\delta\rho(\mathbf r')}{|\mathbf r-\mathbf r'|}d^3r\,d^3r'.$$

With a rough static constant $\epsilon_s=20$ and the densities computed above, this is 0.71 eV. This is the energy gained after capture by a lattice that was in equilibrium with the charged defect. It cannot simply be subtracted from the $A$ above: the model potential is screened by $\epsilon$ alone, so it omits the lattice polarization already present around the initial charge, which weakens the attraction and raises $A$. In the same linear-dielectric estimate that rise is about 2.5 eV with the densities held fixed, and about 2 eV once the orbitals readjust. Either is well above $\Lambda$, so $\Lambda$ alone does not measure the lattice effects left out. A rise of this size would leave the level only a few tenths of an eV below the band edge, so the depth found above belongs to the model without this polarization. The weaker attraction would also spread the added electron over a larger region, which lowers $\Lambda$. Bulk screening is also doubtful at atomic distances, and both figures are rough.

Other omissions, sized for the model's mass and a gate 10 angstrom away, are smaller:

- In the spin-restricted model, local correlation shifts $A$ by about $-0.11$ eV. Spin polarization, with exchange only, shifts it by $+0.20$ eV. The two shifts do not simply add, because correlation itself depends on the spin polarization.
- With screening by $\epsilon$ alone, a metal gate 10 angstrom away stabilizes the initial charge by its image, raising $A$ by $1/(4\epsilon d)$, or 0.09 eV. If the lattice has relaxed around the initial charge, the vertical shift is instead $1/(2\epsilon_s d)-1/(4\epsilon d)$, or $-0.05$ eV.
- A field of 2 MV/cm drops 0.04 eV across the rms radius. It also shifts the level relative to the gate by 0.2 eV per 10 angstrom of separation.
- At 358 K, the two spin states of the charged defect raise the Fermi level for equal populations by $kT\ln2=0.02$ eV.
- Tunnelling over 10 angstrom through a constant barrier of height $|A|$ gives a width of order $10^{-7}$ eV for $m=1$. The width depends exponentially on $\sqrt m$: a tunnelling mass of 0.2 would give a width of order 1 meV, no longer negligible beside the half-occupation error. Both widths are low estimates: the defect's own attraction thins and lowers the barrier, which can raise them by an order of magnitude or more.

For this model, one half-occupied calculation is adequate when the vertical level is wanted to about 0.1 eV. It does not repair the functional or the cell: a spurious energy quadratic in the defect charge passes unchanged into both $A$ and $\varepsilon(1/2)$. Agreement between the two routes establishes the occupation formula, not the physical accuracy of the level. The remaining values are in the numerical output.

## Calculated quantities

```
INPUT (round values, rough hafnium-oxide-like regime)
core charge: 2.0 e
electronic dielectric constant: 4.0
static dielectric constant: 20.0
effective mass: 1.0 electron masses
Coulomb smearing length: 0.5 angstrom
well depth: 4.0 eV
well range: 1.5 angstrom
SPIN-RESTRICTED CAPTURE, charge +1 to 0
total energy, n=0: -4.09507 eV
total energy, n=1: -6.47471 eV
addition energy A: -2.37963 eV
eigenvalue, n=0: -3.24643 eV
eigenvalue, n=1/2: -2.37046 eV
eigenvalue, n=1: -1.54903 eV
rms orbital radius, n=1/2: 1.832 angstrom
second derivative E'' at 1/2: 1.7069 eV
third derivative E''' at 1/2: -0.2229 eV
  frozen-orbital exchange part: 0.1066 eV
  orbital-relaxation part: -0.3295 eV
  E''' from first-order response: -0.2229 eV
fifth derivative at 1/2: 0.2102 eV
A - eigenvalue(1/2): -9.172 meV
E'''/24: -9.287 meV
fifth derivative/1920: 0.109 meV
kernel integral: -9.172 meV
A - eigenvalue(0): 0.8668 eV
A - eigenvalue(1): -0.8306 eV
A - endpoint average: 18.100 meV
error ratio, charge 1 over charge 1/2: 7.924
SPIN-POLARIZED CAPTURE, empty spin channel
addition energy: -2.1846 eV
eigenvalue, n=1/2: -2.2275 eV
error of half-occupied eigenvalue: 42.83 meV
E'''/24: 25.45 meV
E'''/24 as fraction of error: 0.594
eigenvalue-drop ratio for 8-fold n: 2.0007
error for eps=-n^(1/3): 0.04370
leading term for eps=-n^(1/3): 0.02940
NEGLECTED EFFECTS
local correlation shift of A: -0.1051 eV
spin-polarization shift of A: 0.1950 eV
lattice relaxation energy: 0.7084 eV
gate distance: 10.0 angstrom
gate image shift of A: 0.0900 eV
oxide field: 2.0 MV/cm
field drop over rms radius: 0.0366 eV
tunnelling width estimate: 3.3e-07 eV
operating temperature: 358 K
kT ln 2 (spin degeneracy): 0.0214 eV
A with mass 0.8: -1.9161 eV
Slater error with mass 0.8: -8.876 meV
```
